# Cyclotron resonance of ellipsoidal valleys and the L valleys of germanium: a numerical check

```python
# Result under test: a valley with energy E = p.W.p/2, W = inverse of the mass
# tensor M, in a magnetic field along the unit vector b has the cyclotron mass
#     m_c = sqrt(det M / (b.M.b)),   cyclotron frequency = e B / m_c.
# It is applied to the four L valleys of germanium (long axes n along <111>,
# longitudinal mass m_l, transverse mass m_t) for b along [001], [110], [111].
# Masses are in units of the free electron mass m0. Time is in m0/(e B), and
# Landau energies are in hbar e B/m0 with momenta in sqrt(hbar e B).
import itertools
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.signal import find_peaks

m_l, m_t = 1.6, 0.08
frequency = 24e9          # microwave frequency, Hz
omega_tau = 200.0         # angular frequency times relaxation time


def cross_matrix(b):
    return np.array([[0, -b[2], b[1]], [b[2], 0, -b[0]], [-b[1], b[0], 0]])


def unit(v):
    return np.array(v, float) / np.linalg.norm(v)


def mass_formula(M, b):
    return np.sqrt(np.linalg.det(M) / (b @ M @ b))


# --- Symbolic test for a general symmetric mass tensor -----------------------
# adj(M) = det(M) W, so the rotation matrix [b]x W is scaled here by det(M).
xx, yy, zz, xy, xz, yz, b1, b2, b3 = sp.symbols('xx yy zz xy xz yz b1 b2 b3')
Ms = sp.Matrix([[xx, xy, xz], [xy, yy, yz], [xz, yz, zz]])
bs = sp.Matrix([b1, b2, b3])
Ks = sp.Matrix([[0, -b3, b2], [b3, 0, -b1], [-b2, b1, 0]])
scaled = (Ks * Ms.adjugate()).applyfunc(sp.expand)
assert sp.expand(scaled.trace()) == 0
assert sp.expand(scaled.det()) == 0
linear_coefficient = -(scaled * scaled).trace() / 2
assert sp.expand(linear_coefficient - Ms.det() * (bs.T * Ms * bs)[0]) == 0

# --- Count the distinct L points ---------------------------------------------
# Points in units of 2 pi/a; two are equivalent if their difference G satisfies
# G.R = 2 pi * integer for the primitive vectors R of the fcc lattice.
fcc = 0.5 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
distinct = []
for signs in itertools.product([1, -1], repeat=3):
    point = 0.5 * np.array(signs)
    phases = [fcc @ (point - other) for other in distinct]
    if not any(np.allclose(ph, np.round(ph)) for ph in phases):
        distinct.append(point)
assert len(distinct) == 4
axes = [unit(point) for point in distinct]
mass_tensors = [m_t * np.eye(3) + (m_l - m_t) * np.outer(n, n) for n in axes]


# --- Independent routes to the cyclotron mass --------------------------------
def mass_from_orbit(W, b, e1):
    """Integrate the equation of motion and time the transverse velocity."""
    rotation = cross_matrix(b) @ W

    def transverse_velocity(t, p):
        return e1 @ W @ p
    transverse_velocity.direction = 1
    run = solve_ivp(lambda t, p: rotation @ p, (0, 10), [0.3, -0.5, 0.9],
                    method='DOP853', rtol=1e-10, atol=1e-12,
                    events=transverse_velocity)
    times = run.t_events[0]
    return (times[-1] - times[-2]) / (2 * np.pi)


def mass_from_area(W, b, e1, p_b):
    """Energy derivative of the area of the section p.b = p_b."""
    e2 = np.cross(b, e1)
    phi = np.linspace(0, 2 * np.pi, 4000, endpoint=False)
    ray = np.outer(np.cos(phi), e1) + np.outer(np.sin(phi), e2)
    quad = 0.5 * np.einsum('ki,ij,kj->k', ray, W, ray)
    lin = p_b * (ray @ W @ b)
    areas = []
    for energy in (10.0, 14.0):
        rest = 0.5 * p_b**2 * (b @ W @ b) - energy
        assert rest < 0       # the origin of the rays lies inside the section
        radius = (-lin + np.sqrt(lin**2 - 4 * quad * rest)) / (2 * quad)
        areas.append(np.mean(radius**2) * np.pi)
    return (areas[1] - areas[0]) / (2 * np.pi * 4.0)


def landau_levels(W, b, e1, p_b, size=240):
    """Lowest levels from a matrix with [P1, P2] = -i."""
    lower = np.diag(np.sqrt(np.arange(1, size + 2)), 1)
    P1 = (lower + lower.T) / np.sqrt(2)
    P2 = 1j * (lower - lower.T) / np.sqrt(2)
    P = [P1, P2, p_b * np.eye(size + 2)]
    frame = np.array([e1, np.cross(b, e1), b])
    Wf = frame @ W @ frame.T
    H = sum(0.5 * Wf[i, j] * P[i] @ P[j] for i in range(3) for j in range(3))
    return np.linalg.eigvalsh(H[:size, :size])[:4]


def absorption(field_ratio, b, e1):
    """Power of four valleys in units e^2 tau E0^2/(4 m0), E0 along e1.
    field_ratio = e B/(m0 omega); one electron in each valley."""
    total = np.zeros(len(field_ratio))
    for M in mass_tensors:
        Z = (M * (1 / omega_tau - 1j))[None] \
            - field_ratio[:, None, None] * cross_matrix(b)[None]
        response = np.einsum('i,kij,j->k', e1, np.linalg.inv(Z), e1)
        total += 2 / omega_tau * response.real
    return total


# Closed forms of the list: (cos^2 of the angle, mass, multiplicity)
closed_forms = {
    '[001]': [(1 / 3, m_t * np.sqrt(3 * m_l / (m_l + 2 * m_t)), 4)],
    '[110]': [(2 / 3, m_t * np.sqrt(3 * m_l / (2 * m_l + m_t)), 2),
              (0.0, np.sqrt(m_t * m_l), 2)],
    '[111]': [(1.0, m_t, 1),
              (1 / 9, 3 * m_t * np.sqrt(m_l / (m_l + 8 * m_t)), 3)]}
directions = {'[001]': ([0, 0, 1], [1, 0, 0], '[100]'),
              '[110]': ([1, 1, 0], [0, 0, 1], '[001]'),
              '[111]': ([1, 1, 1], [1, -1, 0], '[1-10]')}

omega = 2 * np.pi * frequency
tesla_per_mass = omega * const.m_e / const.e
print(f'longitudinal mass m_l = {m_l:.2f} m0')
print(f'transverse mass m_t = {m_t:.2f} m0')
print(f'mass ratio m_l/m_t = {m_l / m_t:.1f}')
print(f'number of distinct L valleys = {len(distinct)}')
print(f'microwave frequency = {frequency / 1e9:.1f} GHz')
print(f'omega tau in absorption scan = {omega_tau:.0f}')
print(f'resonance field for mass m0 = {1e3 * tesla_per_mass:.2f} mT')

p_b = 0.7
scan = np.arange(0.05, 0.45, 2e-5)
worst = {'orbit': 0.0, 'area': 0.0, 'Landau': 0.0}
for label, (b_raw, e_raw, e_label) in directions.items():
    b, e1 = unit(b_raw), unit(e_raw)
    orbit_masses, strengths, cosines = [], [], []
    for n, M in zip(axes, mass_tensors):
        W = np.linalg.inv(M)
        expected = mass_formula(M, b)
        orbit = mass_from_orbit(W, b, e1)
        area = mass_from_area(W, b, e1, p_b)
        levels = landau_levels(W, b, e1, p_b)
        ladder = (np.arange(4) + 0.5) / expected + p_b**2 / (2 * b @ M @ b)
        worst['orbit'] = max(worst['orbit'], abs(orbit / expected - 1))
        worst['area'] = max(worst['area'], abs(area / expected - 1))
        worst['Landau'] = max(worst['Landau'],
                              np.max(np.abs(levels / ladder - 1)))
        orbit_masses.append(orbit)
        strengths.append(e1 @ W @ e1)
        cosines.append((b @ n)**2)
    orbit_masses, strengths = np.array(orbit_masses), np.array(strengths)
    cosines = np.array(cosines)

    power = absorption(scan, b, e1)
    peaks, _ = find_peaks(power, prominence=0.5)
    lines = closed_forms[label]
    assert len(peaks) == len(lines)
    print(f'field along {label}: {len(peaks)} line(s), '
          f'microwave polarization {e_label}')
    for peak, (cos2, mass, multiplicity) in zip(peaks, lines):
        members = np.abs(orbit_masses / mass - 1) < 1e-5
        assert members.sum() == multiplicity
        assert np.allclose(cosines[members], cos2, atol=1e-12)
        # scan step and finite damping limit these two comparisons
        assert abs(scan[peak] / mass - 1) < 5e-4
        height = strengths[members].sum()
        assert abs(power[peak] / height - 1) < 5e-3
        print(f'  cos^2 = {cosines[members][0]:.4f}, m_c = {mass:.4f} m0, '
              f'multiplicity {members.sum()}')
        print(f'    resonance field = {1e3 * tesla_per_mass * mass:.2f} mT, '
              f'scan peak = {1e3 * tesla_per_mass * scan[peak]:.2f} mT')
        print(f'    peak height: scan {power[peak]:.2f}, formula '
              f'{height:.2f} (units e^2 tau E0^2/(4 m0))')

for route, error in worst.items():
    assert error < 1e-6, (route, error)
print('largest relative deviation from the formula is below 1e-6 for:')
print('  ' + ', '.join(worst) + ' (all 12 valley-field pairs)')
print('no test failed')
```

Output:

```
longitudinal mass m_l = 1.60 m0
transverse mass m_t = 0.08 m0
mass ratio m_l/m_t = 20.0
number of distinct L valleys = 4
microwave frequency = 24.0 GHz
omega tau in absorption scan = 200
resonance field for mass m0 = 857.37 mT
field along [001]: 1 line(s), microwave polarization [100]
  cos^2 = 0.3333, m_c = 0.1321 m0, multiplicity 4
    resonance field = 113.27 mT, scan peak = 113.28 mT
    peak height: scan 34.17, formula 34.17 (units e^2 tau E0^2/(4 m0))
field along [110]: 2 line(s), microwave polarization [001]
  cos^2 = 0.6667, m_c = 0.0968 m0, multiplicity 2
    resonance field = 82.97 mT, scan peak = 82.98 mT
    peak height: scan 17.08, formula 17.08 (units e^2 tau E0^2/(4 m0))
  cos^2 = 0.0000, m_c = 0.3578 m0, multiplicity 2
    resonance field = 306.74 mT, scan peak = 306.75 mT
    peak height: scan 17.08, formula 17.08 (units e^2 tau E0^2/(4 m0))
field along [111]: 2 line(s), microwave polarization [1-10]
  cos^2 = 1.0000, m_c = 0.0800 m0, multiplicity 1
    resonance field = 68.59 mT, scan peak = 68.59 mT
    peak height: scan 12.50, formula 12.50 (units e^2 tau E0^2/(4 m0))
  cos^2 = 0.1111, m_c = 0.2028 m0, multiplicity 3
    resonance field = 173.91 mT, scan peak = 173.91 mT
    peak height: scan 21.67, formula 21.67 (units e^2 tau E0^2/(4 m0))
largest relative deviation from the formula is below 1e-6 for:
  orbit, area, Landau (all 12 valley-field pairs)
no test failed
```
